# Why constrained RPA overscreens: Pauli-forbidden target-rest bubbles in a solvable model

Let a target level $d$ at energy zero hold electrons of $N$ degenerate flavours, with $N=2$ for ordinary spin, and let an empty level $c$ lie at $\varepsilon_c>0$. Suppose the interaction can move an electron from $d$ to $c$ when another electron sits in $d$, with strength $A=(dd|dc)$. At second order, the resulting change of the interaction between two $d$ electrons must be a number times $A^2/\varepsilon_c$, because no other energy of second order in $A$ can be formed. Flavour symmetry restricts the number. A second-order diagram with four external legs has at most one closed loop, and a free flavour sum arises from a closed loop alone, so the number is linear in $N$:

$$\delta U=-(\alpha N+\beta)\,\frac{A^2}{\varepsilon_c}.$$

The case $N=2$ fixes one combination of the constants. Take levels that diagonalize the mean field of a half-filled $d$, which contains half an electron of each flavour. A $d$ electron then feels only the deviation of the other flavour from one half. Its transfer amplitude is $-A/2$ if it is alone and $+A/2$ if it has a partner. The energy gain depends on the square, $A^2/(4\varepsilon_c)$ per electron in both cases. Two electrons gain twice what one gains, so no interaction results: $2\alpha+\beta=0$. The closed loop, evaluated below, gives $\alpha=1$. Hence

$$\delta U=-(N-2)\frac{A^2}{\varepsilon_c}.$$

Constrained RPA keeps the closed loop and gives $-NA^2/\varepsilon_c$. A fraction $2/N$ of this mixed target-rest screening is spurious at this order, and for a single spin-½ orbital that is all of it.

## The model and its exact downfolding

Add a filled level $v$ at $\varepsilon_v<0$. All orbitals are real, and the integrals

$$(pq|rs)=\int\!\!\int \phi_p\phi_q(\mathbf r)\,v(\mathbf r,\mathbf r')\,\phi_r\phi_s(\mathbf r')$$

do not depend on flavour. With $E_{pq}=\sum_m c^\dagger_{pm}c_{qm}$, the Hamiltonian is

$$H=\sum_p\varepsilon_pE_{pp}+\lambda(V-F),$$

$$V=\tfrac12\sum_{pqrs}(pq|rs)\left(E_{pq}E_{rs}-\delta_{qr}E_{ps}\right).$$

The one-body operator $F=\sum_{pq}F_{pq}E_{pq}$ is the mean field of a reference with occupations $f_v=1$, $f_d=\tfrac12$, $f_c=0$ per flavour:

$$F_{pq}=\sum_r f_r\left[N(pq|rr)-(pr|rq)\right].$$

Subtracting it means that $\varepsilon_p$ are already the mean-field levels. The factor $\lambda$ counts orders, and $\lambda=1$ is the full interaction.

At $\lambda=0$ the low-energy states have $v$ full, $c$ empty and $n$ electrons in $d$. Since $d$ is a single orbital, the $n$ electrons have different flavours and form one antisymmetric flavour multiplet. The interaction cannot split it. The downfolded energies are therefore one function $E(n)$, the exact lowest energy with $n$ target electrons. For $N=2$ this function is reproduced by

$$H_{\rm eff}=E(0)+[E(1)-E(0)]\,n+U_{\rm ex}\,n_\uparrow n_\downarrow,$$

because setting $n=2$ requires $U_{\rm ex}=E(2)+E(0)-2E(1)$. For general even $N$ the corresponding quantity is the central curvature

$$U_{\rm ex}=E(\tfrac N2+1)+E(\tfrac N2-1)-2E(\tfrac N2).$$

For $N>2$ the effective Hamiltonian also contains many-body terms. At second order $E(n)$ is at most cubic, so its curvature is linear in $n$. Averaging the interaction of one flavour pair over the other $N-2$ half-filled flavours then gives the curvature at the centre. This is why $U_{\rm ex}$ can be compared with two-body diagrams at that order.

At first order, the $d$ electrons contribute $\lambda(dd|dd)\,n(n-1)/2$, while the mean field and the coupling to the filled level are linear in $n$. The curvature is thus $\lambda U$, with $U=(dd|dd)$. Screening begins at order $\lambda^2$.

## The mixed process counted directly

Keep only $A=(dd|dc)$ and its permutations. In normal order the interaction is

$$V_A=A\sum_{m\ne m'}n_{dm'}\left(c^\dagger_{cm}c_{dm}+c^\dagger_{dm}c_{cm}\right).$$

The terms with $m=m'$ are absent because they contain $c_{dm}c_{dm}=0$ or its conjugate. An electron cannot push another of its own flavour out of $d$, since the two cannot both be there.

The mean-field element is $F_{dc}=\tfrac12(N-1)A$: the direct term contributes $NA/2$ and exchange removes $A/2$. With $n$ electrons in $d$, each has $n-1$ partners, so its transfer amplitude per unit $\lambda$ is

$$a_n=A\left(n-1-\frac{N-1}{2}\right).$$

There are $n$ orthogonal excited states, one for each electron that may move, all at energy $\varepsilon_c$. Second-order perturbation theory gives

$$E_2(n)=-\frac{A^2}{\varepsilon_c}\,n\,(n-1-\varphi)^2,\qquad \varphi=\frac{N-1}{2}.$$

Expanding the polynomial,

$$n(n-1-\varphi)^2=n^3-2(1+\varphi)n^2+(1+\varphi)^2n.$$

The second differences of $n^3$, $n^2$ and $n$ are $6n$, $2$ and $0$. At $n=N/2$ the polynomial has curvature

$$3N-4(1+\varphi)=3N-4-2(N-1)=N-2,$$

which confirms the opening result without diagrams.

The filled level behaves in the same way. Let $A_v=(dd|dv)$. An electron can move from $v$ to $d$ in each of the $h=N-n$ flavours missing from $d$, and it meets $n$ electrons there. Its amplitude is

$$A_v\left(n-\frac{N-1}{2}\right)=-A_v\left(h-1-\frac{N-1}{2}\right).$$

The energy is the previous function with $n\to h$ and $\varepsilon_c\to|\varepsilon_v|$. Curvature in $h$ equals curvature in $n$, and $h=N/2$ at the centre. Writing $A_r=(dd|dr)$, the total mixed contribution is

$$\delta U_{\rm mixed}=-(N-2)\sum_{r=v,c}\frac{A_r^2}{|\varepsilon_r|}.$$

## The same answer divided into diagrams

The diagrams need two static pair propagators. With $G_p(i\omega)=1/(i\omega-\varepsilon_p)$, partial fractions give

$$G_pG_q=\frac{G_p-G_q}{\varepsilon_p-\varepsilon_q},$$

and the frequency sum of $G_p$, with the usual convergence factor, is $f_p$. Therefore

$$L^{\rm ph}_{pq}=T\sum_\omega G_p(i\omega)G_q(i\omega)=\frac{f_p-f_q}{\varepsilon_p-\varepsilon_q}.$$

For the pair channel, $G_q(-i\omega)=-1/(i\omega+\varepsilon_q)$. The same identity, with a level at $-\varepsilon_q$ whose occupation is $1-f_q$, gives

$$L^{\rm pp}_{pq}=T\sum_\omega G_p(i\omega)G_q(-i\omega)=\frac{1-f_p-f_q}{\varepsilon_p+\varepsilon_q}.$$

The temperature is small compared with the gaps, and $d$ lies at the chemical potential, so $f_d=\tfrac12$. When $p=q$ is a rest level, $L^{\rm ph}$ vanishes because that level is completely full or empty. The pair $p=q=d$ is excluded, since it belongs to the later solution of the target model.

Take external electrons of different flavours 1 and 2. An external $d$ electron of flavour $\sigma$ couples to a transition between $p$ and $q$ of flavour $m$ through

$$D_{pq}-\delta_{\sigma m}X_{pq},\qquad D_{pq}=(dd|pq),\quad X_{pq}=(dp|dq).$$

The second term is exchange, possible only for equal flavours. Joining the two ends by the propagating transition gives

$$\sum_m(D-\delta_{1m}X)(D-\delta_{2m}X)L^{\rm ph}=(ND^2-2DX)L^{\rm ph}.$$

There is no $X^2$ term here, because $m$ cannot equal both 1 and 2. The first term is the bubble, and the second is the pair of vertex diagrams, one for each end.

Two diagrams remain, in which flavours 1 and 2 both run through the internal lines. In the pair ladder both electrons are scattered from $d$ into $p$ and $q$ and back. For empty levels ordinary perturbation theory gives $-X^2/(\varepsilon_p+\varepsilon_q)$, hence $-X^2L^{\rm pp}$. In the crossed diagram one internal line is reversed. It also has no closed loop, so the prefactor keeps its sign and the propagator becomes $L^{\rm ph}$. Altogether,

$$\delta U=\sum_{pq\ne dd}\left[(ND^2-2DX-X^2)L^{\rm ph}-X^2L^{\rm pp}\right]_{pq}.$$

For a mixed pair, put $q=d$ and $p=r$. Then

$$D_{rd}=(dd|rd)=A_r,\qquad X_{rd}=(dr|dd)=A_r.$$

Direct and exchange integrals are the same number. This is what distinguishes mixed bubbles from others: the vertex diagrams contain no smaller integral that might justify dropping them.

For $c$ the propagators are

$$L^{\rm ph}_{cd}=\frac{0-\frac12}{\varepsilon_c}=-\frac1{2\varepsilon_c},\qquad L^{\rm pp}_{cd}=\frac{1-0-\frac12}{\varepsilon_c}=\frac1{2\varepsilon_c}.$$

For $v$, the numerators are $+\tfrac12$ and $-\tfrac12$ and the denominator is $\varepsilon_v=-|\varepsilon_v|$. The results are again $-1/(2|\varepsilon_v|)$ and $+1/(2|\varepsilon_v|)$. Both orders, $(r,d)$ and $(d,r)$, occur in the sum and double each term. In units of $A_r^2/|\varepsilon_r|$ the four contributions are:

- bubble: $-N$, which is the constant $\alpha=1$ used at the start;
- vertex diagrams: $+2$;
- crossed diagram: $+1$;
- pair ladder: $-1$.

Their sum is $-(N-2)$. The physical reading follows from the flavour $m$ inside the bubble. If $m=1$, one end asks the external electron of flavour 1 to drive a transition of its own flavour, which Pauli exclusion forbids. If $m=2$, the other end is forbidden. The remaining $N-2$ flavours are allowed at both ends. Constrained RPA counts all $N$, and the vertex diagrams remove the two forbidden ones.

## Why rest-rest bubbles are different

Now keep only $B=(dd|vc)$. The charge in $d$ polarizes the rest by moving electrons from $v$ to $c$. All $N$ flavours can make this transition, whatever the flavours in $d$. After subtraction of the mean field, each has amplitude $B(n-N/2)$, so with $\Delta=\varepsilon_c-\varepsilon_v$

$$E_2(n)=-\frac{NB^2}{\Delta}\left(n-\frac N2\right)^2.$$

The curvature is $-2NB^2/\Delta$. The bubble gives the same value: $L^{\rm ph}_{vc}=-1/\Delta$, and the two orders of $v$ and $c$ supply the factor two. This is the classical screening that RPA is meant to describe.

Vertex corrections to this bubble require $X_{vc}=(dv|dc)$, the interaction of two overlap densities, which is a different integral from $B$. It was set to zero here. In a real set of orbitals it need not be negligible, as the next example shows.

## Numbers for three levels on three sites

Let the interaction between sites 0, 1 and 2 be 4.0 eV on the same site, 1.5 eV for the pairs 0–1 and 1–2, and 0.5 eV for 0–2. Define $e=(s_1+s_2)/\sqrt2$, $o=(s_1-s_2)/\sqrt2$ and, with $\theta=0.3$, $d'=\cos\theta\,s_0+\sin\theta\,o$. The levels are

$$d=\cos\theta\,d'+\sin\theta\,e,\qquad v=-\sin\theta\,d'+\cos\theta\,e,$$

$$c=-\sin\theta\,s_0+\cos\theta\,o.$$

They are orthonormal, and $d$ lies mainly on site 0, with amplitude 0.913. The mean-field energies are $\varepsilon_v=-8$ eV and $\varepsilon_c=10$ eV. The integrals, in eV, are $U=3.304$, $A_v=-0.4376$, $A_c=-0.4412$, $B=0.7615$, $X_{vc}=0.3469$, $X_{vv}=0.3269$ and $X_{cc}=0.3690$.

For $N=2$ the second-order mixed bubble is

$$-2\left(\frac{0.4376^2}{8}+\frac{0.4412^2}{10}\right)=-0.0868\ {\rm eV}.$$

The vertex diagrams give $+0.0868$ eV, and the crossed and pair diagrams give $\pm0.0434$ eV. The mixed sum is zero.

The rest-rest terms, with $\Delta=18$ eV, are

$$\text{bubble: }-\frac{4(0.7615)^2}{18}=-0.1289\ {\rm eV},$$

$$\text{vertex: }+\frac{4(0.7615)(0.3469)}{18}=+0.0587\ {\rm eV},$$

$$\text{crossed: }+\frac{2(0.3469)^2}{18}=+0.0134\ {\rm eV}.$$

In the pair ladder the combination $vc$ drops out, since $1-f_v-f_c=0$. The pairs $cc$ and $vv$ have $L^{\rm pp}=1/20$ and $1/16$ per eV, which gives

$$-\frac{0.3690^2}{20}-\frac{0.3269^2}{16}=-0.0135\ {\rm eV}.$$

The complete coefficient is $-0.0703$ eV, whereas the bubbles alone give $-0.2157$ eV. The $\lambda^2$ coefficient of $U_{\rm ex}$, which is half its second derivative at $\lambda=0$, was also obtained by diagonalizing the full many-electron Hamiltonian. It agrees with the complete sum to the printed digits.

The excess screening of the bubbles is 0.1454 eV. Of this, 0.0868 eV is the mixed part, about 60 percent, and the rest comes from omitted diagrams of the rest-rest class. For $N=4$ both bubbles double, while the other diagrams, having no flavour loop, keep their values. The mixed sum becomes $-0.1736+0.0868=-0.0868$ eV, so half of the bubble survives. The absolute excess stays at 0.1454 eV, but the bubbles now total $-0.4314$ eV and the exact coefficient is $-0.2860$ eV. At this order, and with the integrals held fixed, the relative error of the bubbles therefore vanishes as $N\to\infty$.

## Full coupling

Static constrained RPA sums the bubbles to all orders. In the space of orbital pairs, with $V_{pq,rs}=\lambda(pq|rs)$ and the diagonal matrix $P_{pq}=NL^{\rm ph}_{pq}$, $P_{dd}=0$,

$$W=V+VPV+VPVPV+\dots=(1-VP)^{-1}V.$$

The element $W_{dd,dd}$ is the screened target interaction. Its second-order part is the bubble sum found above. The mixed entries of $P$ appear in the later terms too, without the vertex diagrams that opposed them at second order.

At $\lambda=1$ the interactions are, in eV:

- $N=2$: bare 3.304, exact 3.234, constrained RPA 3.122;
- $N=4$: bare 3.304, exact 3.088, constrained RPA 2.989.

For $N=2$ the screening is 0.070 eV exactly and 0.182 eV in constrained RPA, too large by a factor of 2.6. For $N=4$ the values are 0.216 and 0.315 eV, a factor of 1.5. This factor refers to the central curvature. Beyond second order $E(n)$ is no longer cubic, so for $N=4$ the central curvature and the pair interaction averaged over the other two half-filled flavours are different numbers: the average, with weights $\tfrac14,\tfrac12,\tfrac14$ on the curvatures at $n=1,2,3$, is 3.02 eV, and measured against it the factor is about 1.1. The $N=4$ comparisons below use the central curvature. Measured against the interaction itself the errors are modest, about 3 percent of the exact value in both cases, because the integrals that drive the transitions are small compared with the gaps. The smallest weight in the unperturbed target space, among the three exact states that enter the central curvature, is 0.994 for $N=2$ and 0.983 for $N=4$. The states $n=0$ and $n=4$, which the $N=4$ average also needs, have weights 0.93 and 0.95. The identification of the target states is therefore secure.

Setting the mixed entries of $P$ to zero tests whether the bubbles can simply be dropped. For $N=2$ this gives 3.202 eV, closer to the exact value but still overscreened, as expected from the missing rest-rest vertex diagrams. For $N=4$ it gives 3.134 eV, which lies above the exact 3.088 eV: the interaction is now underscreened, because the legitimate half of the mixed screening has gone too. Removing mixed bubbles is a useful diagnosis but not a general correction.

## Where the cancellation changes

The cancellation between bubble and vertex diagrams does not need half filling. For a reference filling $f$ of $d$, the level $c$ has $L^{\rm ph}_{cd}=-f/\varepsilon_c$, and the bubble and vertex terms are $-2fN$ and $+4f$ in units of $A_c^2/\varepsilon_c$. The vertex term is still $-2/N$ times the bubble. The other two diagrams no longer cancel: the crossed one gives $+2f$ and the pair ladder $-2(1-f)$. For $v$, $f$ is replaced by $1-f$. With $N=2$ the mixed remainder is

$$-2(1-2f)\left(\frac{A_c^2}{\varepsilon_c}-\frac{A_v^2}{|\varepsilon_v|}\right).$$

At $f=0.2$ the numbers above give $-1.2(0.01947-0.02394)=+0.0054$ eV, a weak antiscreening. In the limit $f\to0$ the bubble with $c$ vanishes, yet $-2A_c^2/\varepsilon_c$ remains: two electrons lower their energy by virtual transfers that a single electron cannot make. That is pair scattering, and a bubble sum misses it.

The levels must also diagonalize the mean field. Suppose a one-body transfer $t$ between $d$ and $c$ is left over, with $N=2$. The amplitudes become $t-\lambda A/2$ for one electron and $t+\lambda A/2$ for two. To second order in these amplitudes the curvature is

$$-\frac{2}{\varepsilon_c}\left[\left(t+\frac{\lambda A}2\right)^2-\left(t-\frac{\lambda A}2\right)^2\right]=-\frac{4t\lambda A}{\varepsilon_c}.$$

This can have either sign. It is a change in the shape of the target orbital, not a bubble, and it must be removed by the choice of orbitals before screening diagrams are compared.

Finally, the equality of direct and exchange integrals relies on a single target orbital. With two different target orbitals $a$ and $b$, the charge of $b$ drives the transition from $a$ to $r$ through $(bb|ar)$, while exchange uses $(ba|br)$. These are in general different numbers, so the present counting does not fix how much of such a bubble is cancelled. The model also has no hopping between target sites, and its comparison is static. It establishes the mechanism and its size here; it does not show that constrained RPA overscreens in every material.

## Calculated quantities

```
levels v, d, c (eV): -8.0 0.0 10.0
site interaction: same site, 0-1 and 1-2, 0-2 (eV): 4.0 1.5 0.5
mixing angle (rad): 0.3
level v on sites 0,1,2: -0.2823 0.6138 0.7373
level d on sites 0,1,2: 0.9127 0.4086 0.0093
level c on sites 0,1,2: -0.2955 0.6755 -0.6755
(dd|dd) = 3.3041 eV
(dd|dv) = -0.4376 eV, (dd|dc) = -0.4412 eV
(dd|vc) = 0.7615 eV, (dv|dc) = 0.3469 eV
(dv|dv) = 0.3269 eV, (dc|dc) = 0.3690 eV
mixed coupling alone, (dd|dc) = 1.0 eV, gap = 10.0 eV:
  N=2: bubble -0.2000 eV, exact 0.0000 eV
  N=4: bubble -0.4000 eV, exact -0.2000 eV
  N=6: bubble -0.6000 eV, exact -0.4000 eV
rest-rest coupling alone, (dd|vc) = 1.0 eV:
  N=2: bubble -0.2222 eV, exact -0.2222 eV
  N=4: bubble -0.4444 eV, exact -0.4444 eV
d filling 0.2, N=2: second order, diagrams -0.06491 eV, exact -0.06491 eV
  its mixed crossed + pair sum: 0.00537 eV
full model N=2, second-order coefficients (eV):
  class: bubble, vertex, crossed, pair, sum
  mixed: -0.08680 0.08680 0.04340 -0.04340 0.00000
  rest: -0.12887 0.05871 0.01337 -0.01349 -0.07028
  all diagrams -0.07028, exact -0.07028, bubbles only -0.21567
  coupling: bare, exact, cRPA, cRPA without mixed (eV); weight
  0.5: 1.6521, 1.6345, 1.6028, 1.6235; 0.9986
  1.0: 3.3041, 3.2339, 3.1224, 3.2015; 0.9941
  screening at 1.0: exact 0.0702 eV, cRPA 0.1817 eV, ratio 2.588
  1.5: 4.9562, 4.7993, 4.5766, 4.7466; 0.9856
full model N=4, second-order coefficients (eV):
  class: bubble, vertex, crossed, pair, sum
  mixed: -0.17360 0.08680 0.04340 -0.04340 -0.08680
  rest: -0.25775 0.05871 0.01337 -0.01349 -0.19915
  all diagrams -0.28595, exact -0.28595, bubbles only -0.43135
  coupling: bare, exact, cRPA, cRPA without mixed (eV); weight
  0.5: 1.6521, 1.5903, 1.5612, 1.6007; 0.9954
  1.0: 3.3041, 3.0884, 2.9892, 3.1336; 0.9834
  screening at 1.0: exact 0.2157 eV, cRPA 0.3149 eV, ratio 1.460
  1.5: 4.9562, 4.5271, 4.3305, 4.6279; 0.9661
```
